Implied open-circuit voltage of a p-type silicon wafer

**Setting and data**

A boron-doped silicon wafer without contacts is held at T = 300 K under steady light. A photoconductance measurement has given its excess carrier density. The data are:

acceptor density N_A = 1.0×10¹⁶ cm⁻³
excess density Δn = 1.0×10¹⁵ cm⁻³
intrinsic density n_i = 1.0×10¹⁰ cm⁻³
thermal voltage kT/q = 25.852 mV

Here q is the positive elementary charge. Unless a part says otherwise, take the wafer to be uniform and neutral, with every acceptor ionised and no charge held in traps. The implied open-circuit voltage V is defined by the separation of the electron and hole quasi-Fermi levels,

qV = E_Fn − E_Fp.

It is a property of the illuminated wafer and can be stated before any contact is made.

**Part (a)**

*Question.* Find the electron density n0 and the hole density p0 in the dark.

*Answer.* Two conditions fix the two densities. Neutrality requires the positive charge of the holes to balance the negative charge of the electrons and ionised acceptors:

p0 = n0 + N_A.

Thermal equilibrium gives the mass-action law, which is derived in part (c):

n0 p0 = n_i².

Substitute n0 = n_i²/p0 into the neutrality condition and multiply by p0:

p0² − N_A p0 − n_i² = 0.

The product of the two roots is −n_i², so one root is negative and cannot be a density. The positive root is

p0 = N_A/2 + √(N_A²/4 + n_i²).

Since n_i is a million times smaller than N_A, the root is very nearly N_A. Hence

p0 = 1.000×10¹⁶ cm⁻³,
n0 = 10²⁰/10¹⁶ = 1.000×10⁴ cm⁻³.

**Part (b)**

*Question.* Find both densities under illumination. Which of them changes by a large factor?

*Answer.* Each absorbed photon that lifts an electron across the gap also leaves a hole. Recombination removes carriers in pairs too. Without trapped charge, neutrality therefore requires Δp = Δn, and

n = n0 + Δn = 1.000×10¹⁵ cm⁻³,
p = p0 + Δn = 1.100×10¹⁶ cm⁻³.

The electron density rises by a factor of 10¹¹, from 10⁴ to 10¹⁵ cm⁻³. The hole density rises by 10 percent. Most of the voltage will therefore come from the movement of the electron quasi-Fermi level, with a small contribution from the holes.

**Part (c)**

*Question.* Derive the relation between the product np and V. State where Boltzmann statistics enter.

*Answer.* Carriers exchange energy with the lattice much faster than they recombine. Each band therefore has a thermal distribution at the lattice temperature, but the two bands need not share one Fermi level. For a parabolic conduction band with edge E_c, the density of states is A√(E − E_c), where A is a constant. With x = E − E_c,

n = ∫₀^∞ A√x / {1 + exp[(x + E_c − E_Fn)/kT]} dx.

If E_Fn lies several kT below E_c, the exponential is much larger than 1 throughout the band. Dropping the 1 is the Boltzmann approximation:

n = exp[−(E_c − E_Fn)/kT] ∫₀^∞ A√x exp(−x/kT) dx.

The remaining integral is the effective density of states,

N_c = A(kT)^(3/2) √π/2.

The same argument for empty states in the valence band, with edge E_v, gives

n = N_c exp[−(E_c − E_Fn)/kT],
p = N_v exp[−(E_Fp − E_v)/kT].

Multiply these and write E_g = E_c − E_v:

np = N_c N_v exp(−E_g/kT) exp[(E_Fn − E_Fp)/kT].

In the dark the quasi-Fermi levels coincide and the last factor is 1. The product is then the same for any doping within the Boltzmann regime. In undoped material it equals n_i², so

n_i² = N_c N_v exp(−E_g/kT).

This is the mass-action law used in part (a). Under illumination,

np = n_i² exp(qV/kT).

Taking the logarithm and inserting the densities of part (b) gives

V = (kT/q) ln[(n0 + Δn)(p0 + Δn)/n_i²].

The effective masses, including the anisotropic mass of silicon's electrons, enter through N_c and N_v. These have cancelled in favour of n_i, so no separate mass is needed once n_i is given.

**Part (d)**

*Question.* Calculate V. How much voltage is lost if the excess holes are left out?

*Answer.* The argument of the logarithm is

np/n_i² = (1.000×10¹⁵)(1.100×10¹⁶)/(1.0×10¹⁰)² = 1.100×10¹¹.

Its natural logarithm is 25.4237. Therefore

V = 25.852 mV × 25.4237 = 657.3 mV = 0.6573 V.

With the data taken as exact, the implied open-circuit voltage is about 0.657 V. If N_A, Δn and n_i are each uncertain by 5 percent in either direction, V is uncertain by up to about 5 mV either way.

Using p0 in place of p0 + Δn removes a factor 1.1 from the argument. The result falls by

25.852 mV × ln 1.1 = 2.46 mV,

to 0.6548 V. The omission is small because the excess density is a tenth of the doping.

**Part (e)**

*Question.* Examine the dark limit, low injection and high injection. Then find the effect on V of a 10 percent increase in Δn, and of a 5 percent increase in n_i.

*Answer.* With Δn = 0, the product is n0 p0 = n_i² and V = 0, as equilibrium requires. The density n0 must be kept in this limit, although it is negligible at the working point.

In low injection, n0 ≪ Δn ≪ N_A, the formula becomes

V ≈ (kT/q) ln(N_A Δn/n_i²).

Only the electron density follows the light, and a tenfold rise in Δn adds (kT/q) ln 10. In high injection, Δn ≫ N_A, both densities are close to Δn:

V ≈ (2kT/q) ln(Δn/n_i).

Both quasi-Fermi levels now move, so the same tenfold rise adds twice as much. This second form still requires Δn to be well below N_c and N_v, and it takes the gap as fixed. In real silicon the gap narrowing of part (h) limits it first: between 10¹⁷ and 10¹⁸ cm⁻³ the narrowing grows by roughly 18 meV, so the tenfold rise adds about 100 mV instead of about 117 mV.

For the local slope, neglect n0 beside Δn and p0 − N_A beside N_A:

V = (kT/q)[ln Δn + ln(N_A + Δn) − 2 ln n_i].

Since d/d(ln Δn) = Δn d/dΔn,

dV/d(ln Δn) = (kT/q)[1 + Δn/(N_A + Δn)].

At the working point this is 25.852 mV × (1 + 1/11) = 28.20 mV. The value lies near the low-injection limit kT/q.

For a finite increase of 10 percent, Δn becomes 1.1×10¹⁵ and p becomes 1.11×10¹⁶ cm⁻³. Hence

δV = 25.852 mV × [ln 1.1 + ln(1.11/1.10)] = +2.70 mV.

The intrinsic density enters as its inverse square. At fixed Δn, a 5 percent increase gives

δV = −2 × 25.852 mV × ln 1.05 = −2.52 mV.

The logarithm makes V tolerant of measurement errors, but a voltage quoted to a tenth of a millivolt has meaning only together with the value of n_i behind it.

**Part (f)**

*Question.* A module in the sun can run warmer than 300 K. Find dV/dT at fixed Δn, and V at 330 K. Use the rough silicon values N_c = 2.9×10¹⁹ cm⁻³ and N_v = 2.7×10¹⁹ cm⁻³ at 300 K, and dE_g/dT = −0.27 meV/K.

*Answer.* First find the gap consistent with the given n_i. Rearranging its definition gives

E_g = kT ln(N_c N_v/n_i²) = 1.125 eV at 300 K.

Eliminate n_i from the voltage formula, so that each source of temperature dependence is visible:

V = E_g/q + (kT/q) ln[np/(N_c N_v)].

At fixed Δn, n and p are constant to the accuracy needed here. Part (c) showed that N_c and N_v each vary as T^(3/2), so N_c N_v varies as T³ and the logarithm has derivative −3/T. The product rule gives

dV/dT = (1/q)dE_g/dT + (k/q) ln[np/(N_c N_v)] − 3k/q.

The formula for V shows that the middle term equals (V − E_g/q)/T. Thus

dV/dT = (1/q)dE_g/dT + (V − E_g/q)/T − 3k/q.

In mV/K, the three terms are −0.27, (657.3 − 1125)/300 = −1.56, and −3 × 25.852/300 = −0.26. Their sum is

dV/dT = −2.09 mV/K.

The largest term comes from V lying well below E_g/q. Physically, warming raises n_i, so the same carrier densities represent a smaller departure from equilibrium.

At 330 K the gap has fallen by 30 × 0.27 = 8.1 meV, and N_c and N_v have each grown by 1.1^(3/2). The resulting intrinsic density is 9.61×10¹⁰ cm⁻³. With kT/q = 25.852 × 1.1 = 28.44 mV,

V = 28.44 mV × ln[1.1×10³¹/(9.61×10¹⁰)²] = 594 mV = 0.594 V.

The wafer loses about 63 mV. The T^(3/2) law and the constant gap slope are approximations for silicon: the empirical fit n_i ∝ T^2.54 exp(−6726 K/T), scaled to the same value at 300 K, gives a loss about 1 mV larger. At fixed light intensity, Δn could also change with temperature through the carrier lifetime; that change is not included.

**Part (g)**

*Question.* Estimate the errors at 300 K from Boltzmann statistics and from complete ionisation. Take the boron level 45 meV above E_v, with degeneracy factor 4.

*Answer.* For the statistics, define z = exp[(E_Fn − E_c)/kT], which is small. The Fermi function expands as

1/[1 + exp(x/kT)/z] = z exp(−x/kT) − z² exp(−2x/kT) + …

Replacing exp(−x/kT) by exp(−2x/kT) in the integral for N_c divides it by 2^(3/2) = √8. Therefore

n/N_c = z − z²/√8 + …

Inverting to the same order,

z = (n/N_c)[1 + (n/N_c)/√8 + …],
ln z = ln(n/N_c) + (n/N_c)/√8 + …

The quasi-Fermi level must lie slightly higher than Boltzmann statistics predict, because the Pauli principle limits the filling of each state. Holes behave in the same way, and the two shifts add:

δV = (kT/q)(n/N_c + p/N_v)/√8.

Here n/N_c = 3.4×10⁻⁵ and p/N_v = 4.07×10⁻⁴, so δV = +0.0040 mV. A direct calculation with the full Fermi–Dirac integrals gives 0.657259 V, against 0.657255 V from the Boltzmann formula. Degeneracy is negligible here.

For the acceptors, let E_A be the height of the level above E_v, and assume that its occupation follows the hole quasi-Fermi level. The ratio of neutral to ionised acceptors is then

r = 4 exp[(E_v + E_A − E_Fp)/kT] = 4(p/N_v) exp(E_A/kT).

The second form uses p/N_v = exp[−(E_Fp − E_v)/kT]. The ionised fraction is 1/(1 + r), and neutrality becomes

p = n + N_A/(1 + r).

Since r depends on p, this is solved self-consistently. With n held at 1.0×10¹⁵ cm⁻³, the ionised fraction is 0.9909 and p = 1.0909×10¹⁶ cm⁻³. The voltage changes by

δV = (kT/q) ln(1.0909/1.1000) ≈ −0.2 mV.

**Part (h)**

*Question.* Mobile carriers screen one another and narrow the gap. Estimate the effect on V, using a relative permittivity of 11.7.

*Answer.* Place a charge Q in the carrier gas. Its potential φ changes the electron density to n exp(qφ/kT) and the hole density to p exp(−qφ/kT). To first order in φ, the induced charge density is

ρ = −q²(n + p)φ/kT.

Poisson's equation away from Q, ∇²φ = −ρ/ε, becomes

∇²φ = φ/L_s², with L_s = √{εkT/[q²(n + p)]}.

The solution that decays at large distance and approaches the bare Coulomb potential near Q is

φ = Q exp(−r/L_s)/(4πεr).

Subtract the bare potential Q/(4πεr) and let r → 0. The potential left at the charge, due to the surrounding carriers, is −Q/(4πεL_s). Building the charge up from 0 to q requires the work

∫₀^q [−Q/(4πεL_s)] dQ = −q²/(8πεL_s).

An electron and a hole are each lowered by this amount, so the gap shrinks by

ΔE_g = q²/(4πεL_s).

For n + p = 1.2×10¹⁶ cm⁻³, L_s = 37.3 nm. The definition of L_s gives q²/(εkT) = 1/[(n + p)L_s²], and hence

ΔE_g/kT = 1/[4π(n + p)L_s³] = 0.128.

At fixed n and p, the expression for V in part (f) shows that V falls by ΔE_g/q:

δV = −0.128 × 25.852 mV = −3.3 mV.

This is an order estimate: it is classical, linear in φ, and leaves out exchange and the random positions of the acceptors. The acceptor term is not a small correction. It is of the same order in the coupling and adds about 1.3 mV here, which brings the total to between 4 and 5 mV. It should be applied only if the stated n_i refers to weakly doped, weakly excited silicon. If n_i is already an effective value for this wafer, subtracting the shift would count the narrowing twice. The commonly quoted 1.0×10¹⁰ cm⁻³ was derived from doped samples and contains some narrowing. The revised value for undoped silicon is about 9.65×10⁹ cm⁻³, and using it would raise V by 1.8 mV before the shift is subtracted.

**Part (i)**

*Question.* The measured Δn is an average over the thickness. Suppose that all light is absorbed at the front surface and that the rear surface does not recombine carriers. Find the front-side correction for thickness W = 180 μm, diffusivity D = 30 cm²/s and lifetime τ = 200 μs.

*Answer.* Beyond the front surface there is no generation. In a steady state, diffusion balances recombination. With D and τ constant,

D d²Δn/dx² = Δn/τ.

Define L = √(Dτ) = √(30 × 2.00×10⁻⁴) cm = 775 μm. No carriers flow through the rear, so the slope vanishes at x = W. The solution is

Δn(x) = C cosh[(W − x)/L].

The front value is C cosh(W/L). The average is

(1/W)∫₀^W Δn dx = C(L/W) sinh(W/L).

Their ratio is

front/average = (W/L) coth(W/L) = 1.0179.

The ratio is close to 1 because the diffusion length is more than four times the thickness. Using the slope from part (e),

δV = 28.20 mV × ln 1.0179 = +0.50 mV.

The front-side splitting is thus slightly larger than the value calculated from the average density. The constant D used here is that of the electrons. At this excess density the slower holes reduce the effective diffusivity a little. With a hole diffusivity of 12 cm²/s, the correction rises to about 0.56 mV. A shorter lifetime or strong rear recombination would make the profile steeper.

**Part (j)**

*Question.* Compare the example with a real silicon solar cell. When does the implied voltage equal the terminal voltage?

*Answer.* The doping, thickness and band parameters are rough typical values for a boron-doped solar wafer. The light level can be checked from the carrier balance. A mean density of 10¹⁵ cm⁻³ with a lifetime of 200 μs requires a generation rate of 5×10¹⁸ cm⁻³ s⁻¹. Multiplying by the thickness, 0.018 cm, and by q gives about 14 mA/cm². Full sunlight generates very roughly 40 mA/cm² in a silicon cell, so the example corresponds to about a third of full sunlight if the lifetime is 200 μs.

The terminal voltage equals V if the quasi-Fermi levels are flat from the wafer to the contacts, and if each contact takes up the level of its own carrier without loss. Real contacts add recombination and so reduce Δn. As an illustration, suppose that they halve it at fixed illumination. Then n falls to 0.5×10¹⁵ and p to 1.05×10¹⁶ cm⁻³, and

δV = 25.852 mV × [ln 0.5 + ln(1.05/1.10)] ≈ −19 mV.

A gradient of a quasi-Fermi level at a contact can lower the terminal voltage further, even when the implied voltage inside the wafer is unchanged.

Breakdown and tunnelling do not enter this calculation, because the wafer is treated as neutral, without a junction or a strong field. Among the effects estimated at 300 K for the wafer without contacts, gap narrowing and the uncertainty in n_i matter at the level of a few millivolts, while degeneracy does not. Warming to 330 K matters far more than any of these. The main numerical values are collected in the output below.

Table of computed values

```
Temperature: 300 K
Acceptor density: 1.0e+16 cm^-3
Excess density: 1.0e+15 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Dark electron density n0: 1.000e+04 cm^-3
Dark hole density p0: 1.000e+16 cm^-3
Illuminated electron density n: 1.000e+15 cm^-3
Illuminated hole density p: 1.100e+16 cm^-3
Ratio np/ni^2: 1.100e+11
Natural logarithm of ratio: 25.4237
Thermal voltage kT/q: 25.852 mV
Implied voltage: 0.6573 V
Implied voltage, converted: 657.3 mV
Splitting from band integrals: 0.657259 V
Formula to same digits: 0.657255 V
Voltage without excess holes: 0.6548 V
Loss from that omission: 2.46 mV
Slope dV/d ln(excess): 28.20 mV
Shift for excess +10 percent: +2.70 mV
Shift for ni +5 percent: -2.52 mV
Rough Nc at 300 K: 2.9e+19 cm^-3
Rough Nv at 300 K: 2.7e+19 cm^-3
Gap implied by ni, Nc, Nv: 1.125 eV
Rough gap slope: -0.27 meV/K
Voltage slope dV/dT: -2.09 mV/K
Temperature of use: 330 K
Intrinsic density in use: 9.61e+10 cm^-3
Implied voltage in use: 0.594 V
Degeneracy shift: +0.0040 mV
Rough acceptor level: 45 meV
Acceptor level degeneracy: 4
Ionised acceptor fraction: 0.9909
Incomplete-ionisation shift: -0.22 mV
Rough relative permittivity: 11.7
Screening length: 37.3 nm
Gap narrowing over kT: 0.128
Gap-narrowing shift (estimate): -3.3 mV
Rough wafer thickness: 180 um
Rough diffusivity: 30 cm^2/s
Rough carrier lifetime: 200 us
Diffusion length: 775 um
Front density over mean: 1.0179
Front-side voltage shift: +0.50 mV
```
